# Thermal Diffusion in the Stratton and Blotekjaer Transport Models: test program

```python
"""Thermal diffusion in Stratton and Blotekjaer transport models.

Result under test, for electrons (charge -q) in a 3D parabolic band:
  J = mu*(q*n*E + k*T*dn/dx + (1+r)*n*k*dT/dx)       (Stratton)
  J = mu*(q*n*E + d(n*k*T)/dx)                       (hydrodynamic, bulk mu)
n density, T electron temperature, E field, mu mobility, k Boltzmann constant.
Scattering time tau = tau0*(energy/(k*TL))**r, TL lattice temperature.
F is the particle flux (J = -q*F), S the energy flux.
Fluxes are computed by quadrature of the odd part of the distribution,
which is built from finite differences of a local Maxwellian.
"""
import numpy as np
from scipy.constants import k, e as q, m_e
from scipy.special import gamma

m = 0.3 * m_e
tau0, TL = 1e-13, 300.0
n0, T0 = 1e23, 600.0
dn0, dT0, E0 = -1e27, 1e7, 1e3
vth = np.sqrt(2 * k * T0 / m)

# Spherical velocity grid
node, weight = np.polynomial.legendre.leggauss(240)
s = 4.5 * (node + 1)
ws = 4.5 * weight
cosine, wc = np.polynomial.legendre.leggauss(40)
v = (s * vth)[:, None]
vx = v * cosine[None, :]
vperp2 = v**2 - vx**2
energy = 0.5 * m * v**2
measure = 2 * np.pi * v**2 * (ws * vth)[:, None] * wc[None, :]


def integrate(values):
    return float(np.sum(measure * values))


def close(a, b, tol):
    return abs(a - b) <= tol * max(abs(a), abs(b))


def maxwellian(n, T, vx_value, drift=0.0):
    speed2 = (vx_value - drift)**2 + vperp2
    norm = n * (m / (2 * np.pi * k * T))**1.5
    return norm * np.exp(-m * speed2 / (2 * k * T))


def scattering_time(r):
    return tau0 * (energy / (k * TL))**r


def kinetic_fluxes(r, E, dn, dT):
    """Particle flux, energy flux and momentum-loss integral of f1."""
    h, hv = 1e-8, 1e-4 * vth
    df_dx = (maxwellian(n0 + h * dn, T0 + h * dT, vx)
             - maxwellian(n0 - h * dn, T0 - h * dT, vx)) / (2 * h)
    df_dv = (maxwellian(n0, T0, vx + hv)
             - maxwellian(n0, T0, vx - hv)) / (2 * hv)
    tau = scattering_time(r)
    f1 = -tau * (vx * df_dx - q * E / m * df_dv)
    return (integrate(vx * f1), integrate(energy * vx * f1),
            m * integrate(vx * f1 / tau))


def mobility(r, T):
    return q * tau0 / m * (T / TL)**r * gamma(2.5 + r) / gamma(2.5)


pressure_force = k * T0 * dn0 + n0 * k * dT0 + q * n0 * E0
results = {}
for r in (-1.0, -0.5, 0.0, 0.5, 1.5):
    mu = mobility(r, T0)
    F, S, loss = kinetic_fluxes(r, E0, dn0, dT0)
    F_bulk, S_bulk, _ = kinetic_fluxes(r, E0, 0.0, 0.0)
    mu_bulk = -F_bulk / (n0 * E0)
    assert close(mu_bulk, mu, 1e-5)

    # Current, in expanded form and as the gradient of n*D
    J = -q * F
    J_formula = mu * (q * n0 * E0 + k * T0 * dn0
                      + (1 + r) * n0 * k * dT0)
    assert close(J, J_formula, 1e-5)
    h = 1e-8

    def density_times_D(x):
        T = T0 + x * dT0
        return (n0 + x * dn0) * mobility(r, T) * k * T / q
    gradient = (density_times_D(h) - density_times_D(-h)) / (2 * h)
    assert close(J, q * mu * n0 * E0 + q * gradient, 1e-5)

    # Thermal-diffusion coefficient from a pure temperature gradient
    F_T, S_T, _ = kinetic_fluxes(r, 0.0, 0.0, dT0)
    D_T = -F_T / (n0 * dT0)
    assert abs(D_T - (1 + r) * mu * k / q) < 1e-5 * mu * k / q

    # Energy flux and thermal conductivity at zero particle flux
    kappa = (2.5 + r) * n0 * mu * k**2 * T0 / q
    assert close(S, (2.5 + r) * k * T0 * F - kappa * dT0, 1e-5)
    E_open = -F_T / (F_bulk / E0)
    F_open, S_open, _ = kinetic_fluxes(r, E_open, 0.0, dT0)
    assert abs(F_open) < 1e-6 * abs(F_bulk)
    kappa_num = -S_open / dT0
    assert close(kappa_num, kappa, 1e-5)

    # Exact momentum balance and the two-flux collision closure
    assert close(-loss, pressure_force, 1e-5)
    tau_bar = m * mu / q
    coupled = (1 + r) * F - r * S / ((2.5 + r) * k * T0)
    assert close(loss, m / tau_bar * coupled, 1e-5)

    # Kelvin relation: Seebeck factor from open circuit, Peltier from bulk
    seebeck = 1.5 - q * E_open / (k * dT0)
    peltier = S_bulk / (k * T0 * F_bulk)
    assert close(seebeck, peltier, 1e-5)
    assert close(peltier, 2.5 + r, 1e-5)

    # Hydrodynamic current and four-moment energy flux, bulk closures
    J_hydro = mu_bulk * pressure_force
    mu_energy = -S_bulk / (2.5 * n0 * k * T0 * E0)
    d_nT2 = k**2 * (dn0 * T0**2 + 2 * n0 * T0 * dT0)
    S_four = -2.5 * mu_energy / q * (d_nT2 + n0 * k * T0 * q * E0)
    S_expected = (2.5 + r) * k * T0 * (-J_hydro / q) - kappa * dT0
    assert close(S_four, S_expected, 1e-5)
    E_hydro = -k * dT0 / q
    seebeck_hydro = 1.5 - q * E_hydro / (k * dT0)
    assert (abs(seebeck_hydro - peltier) < 1e-5) == (r == 0.0)

    # Bulk mobility from a weakly displaced Maxwellian
    u_small = 0.01 * vth
    displaced = maxwellian(n0, T0, vx, u_small)
    rate = integrate(vx * displaced / scattering_time(r)) / (n0 * u_small)
    mu_displaced = q / (m * rate)
    ratio = gamma(2.5)**2 / (gamma(2.5 + r) * gamma(2.5 - r))
    assert close(mu_displaced / mu_bulk, ratio, 1e-3)
    results[r] = (mu_bulk, D_T, J, J_hydro, E_open, E_hydro, kappa_num,
                  seebeck, peltier, seebeck_hydro,
                  mu_displaced / mu_bulk, vth * tau_bar)

# Moments of a displaced Maxwellian, including the field terms
u = 1e5
fd = maxwellian(n0, T0, vx, u)
assert close(integrate(m * vx**2 * fd), n0 * (k * T0 + m * u**2), 1e-8)
assert close(integrate(energy * vx * fd),
             n0 * u * (2.5 * k * T0 + 0.5 * m * u**2), 1e-8)
hv = 1e-4 * vth
dfd = (maxwellian(n0, T0, vx + hv, u)
       - maxwellian(n0, T0, vx - hv, u)) / (2 * hv)
assert close(integrate(m * vx * dfd), -m * n0, 1e-6)
assert close(integrate(energy * dfd), -m * n0 * u, 1e-6)
T_total = 2 * integrate(energy * fd) / (3 * n0 * k)
assert close(T_total - T0, m * u**2 / (3 * k), 1e-6)


# Ballistic crossover: y = wavenumber * speed * scattering time
def angular_flux(y):
    """Magnitude of flux / (speed * angular average of f)."""
    y = np.asarray(y, dtype=float)
    safe = np.maximum(y, 1e-3)
    full = (safe / np.arctan(safe) - 1) / safe
    return np.where(y < 1e-3, y / 3 - 4 * y**3 / 45, full)


c_fine, w_fine = np.polynomial.legendre.leggauss(400)
for y in (0.1, 1.0, 5.0, 20.0):
    response = 1 / (1 + 1j * y * c_fine)
    average = np.sum(w_fine * response) / 2
    flux = np.sum(w_fine * c_fine * response) / 2
    assert abs(flux / average + 1j * angular_flux(y)) < 1e-7


def response_ratio(r, knudsen):
    """Flux per relative T modulation over flux per relative n modulation."""
    y = knudsen * s**(1 + 2 * r)
    kernel = ws * s**3 * np.exp(-s**2) * angular_flux(y)
    return np.sum(kernel * (s**2 - 1.5)) / np.sum(kernel)


for r in (-0.5, 0.0, 0.5, 1.5):
    assert abs(response_ratio(r, 1e-5) - (1 + r)) < 1e-3
    assert abs(response_ratio(r, 1e6) - 0.5) < 1e-3
for knudsen in (0.01, 0.1, 1.0, 10.0, 100.0):
    assert abs(response_ratio(-0.5, knudsen) - 0.5) < 1e-8

print(f"effective mass: {m / m_e:.2f} electron masses")
print(f"tau0: {tau0 * 1e12:.2f} ps; lattice temperature: {TL:.0f} K")
print(f"density: {n0:.2e} m^-3; its gradient: {dn0:.2e} m^-4")
print(f"electron temperature: {T0:.0f} K; gradient: {dT0:.2e} K/m")
print(f"field E: {E0:.1f} V/m")
print(f"thermal speed sqrt(2kT/m): {vth:.4e} m/s")
print(f"k*T*n'/(q*n): {k * T0 * dn0 / (q * n0):.2f} V/m")
print(f"k*T'/q: {k * dT0 / q:.2f} V/m")
for r in (-0.5, 0.0, 1.5):
    (mu, DT, J, JH, Eo, EH, kap, see, pel, seeH, dis, mfp) = results[r]
    print(f"--- scattering exponent r = {r:.1f}")
    print(f"mobility: {mu:.5f} m^2/(V s)")
    print(f"mean free path (thermal speed * tau_bar): {mfp * 1e9:.1f} nm")
    print(f"D_T: {DT:.4e} m^2/(s K); D_T*q/(mu*k): {DT * q / mu / k:.4f}")
    print(f"J Stratton: {J:.4e} A/m^2; J hydrodynamic: {JH:.4e} A/m^2")
    print(f"J Stratton / J hydrodynamic: {J / JH:.4f}")
    print(f"open-circuit E, n'=0: Stratton {Eo:.2f}, hydro {EH:.2f} V/m")
    print(f"thermal conductivity: {kap:.4e} W/(m K)")
    print(f"Seebeck, Peltier factors (Stratton): {see:.4f}, {pel:.4f}")
    print(f"Seebeck factor (hydro, bulk closure): {seeH:.4f}")
    print(f"displaced-Maxwellian mobility / bulk mobility: {dis:.4f}")
print("--- drift energy and ballistic crossover")
print(f"temperature difference at u = {u:.1e} m/s: {T_total - T0:.2f} K")
print("T/n flux-response ratio; Kn = K*sqrt(2kT/m)*tau(kT)")
for knudsen in (0.001, 0.01, 0.1, 1.0, 10.0, 100.0):
    row = [response_ratio(r, knudsen) for r in (-0.5, 0.0, 1.5)]
    print(f"Kn={knudsen:g}: r=-0.5 {row[0]:.4f}, r=0 {row[1]:.4f}, "
          f"r=1.5 {row[2]:.4f}")
print("done: every assertion held")
```

Printed output:

```
effective mass: 0.30 electron masses
tau0: 0.10 ps; lattice temperature: 300 K
density: 1.00e+23 m^-3; its gradient: -1.00e+27 m^-4
electron temperature: 600 K; gradient: 1.00e+07 K/m
field E: 1000.0 V/m
thermal speed sqrt(2kT/m): 2.4622e+05 m/s
k*T*n'/(q*n): -517.04 V/m
k*T'/q: 861.73 V/m
--- scattering exponent r = -0.5
mobility: 0.03119 m^2/(V s)
mean free path (thermal speed * tau_bar): 13.1 nm
D_T: 1.3437e-06 m^2/(s K); D_T*q/(mu*k): 0.5000
J Stratton: 4.5659e+05 A/m^2; J hydrodynamic: 6.7187e+05 A/m^2
J Stratton / J hydrodynamic: 0.6796
open-circuit E, n'=0: Stratton -430.87, hydro -861.73 V/m
thermal conductivity: 4.4523e-03 W/(m K)
Seebeck, Peltier factors (Stratton): 2.0000, 2.0000
Seebeck factor (hydro, bulk closure): 2.5000
displaced-Maxwellian mobility / bulk mobility: 0.8836
--- scattering exponent r = 0.0
mobility: 0.05863 m^2/(V s)
mean free path (thermal speed * tau_bar): 24.6 nm
D_T: 5.0521e-06 m^2/(s K); D_T*q/(mu*k): 1.0000
J Stratton: 1.2631e+06 A/m^2; J hydrodynamic: 1.2631e+06 A/m^2
J Stratton / J hydrodynamic: 1.0000
open-circuit E, n'=0: Stratton -861.73, hydro -861.73 V/m
thermal conductivity: 1.0463e-02 W/(m K)
Seebeck, Peltier factors (Stratton): 2.5000, 2.5000
Seebeck factor (hydro, bulk closure): 2.5000
displaced-Maxwellian mobility / bulk mobility: 1.0000
--- scattering exponent r = 1.5
mobility: 0.74845 m^2/(V s)
mean free path (thermal speed * tau_bar): 314.3 nm
D_T: 1.6124e-04 m^2/(s K); D_T*q/(mu*k): 2.5000
J Stratton: 3.1625e+07 A/m^2; J hydrodynamic: 1.6125e+07 A/m^2
J Stratton / J hydrodynamic: 1.9613
open-circuit E, n'=0: Stratton -2154.33, hydro -861.73 V/m
thermal conductivity: 2.1371e-01 W/(m K)
Seebeck, Peltier factors (Stratton): 4.0000, 4.0000
Seebeck factor (hydro, bulk closure): 2.5000
displaced-Maxwellian mobility / bulk mobility: 0.2945
--- drift energy and ballistic crossover
temperature difference at u = 1.0e+05 m/s: 65.98 K
T/n flux-response ratio; Kn = K*sqrt(2kT/m)*tau(kT)
Kn=0.001: r=-0.5 0.5000, r=0 1.0000, r=1.5 2.4991
Kn=0.01: r=-0.5 0.5000, r=0 0.9999, r=1.5 2.4383
Kn=0.1: r=-0.5 0.5000, r=0 0.9935, r=1.5 1.8420
Kn=1: r=-0.5 0.5000, r=0 0.7878, r=1.5 1.0415
Kn=10: r=-0.5 0.5000, r=0 0.5405, r=1.5 0.6484
Kn=100: r=-0.5 0.5000, r=0 0.5041, r=1.5 0.5301
done: every assertion held
```
